# Why raw exciton amplitudes cannot be interpolated between k-points

Q: I have solved a Bethe-Salpeter equation and have the amplitudes $A_{cv}(\mathbf k)$ of the lowest exciton. I want to plot their real part across the Brillouin zone, then interpolate them to a denser grid. They are the exciton's wavefunction in k-space, so why not?

A: They are its components in a basis, and your basis has not been fixed. Take the Tamm-Dancoff approximation and zero total pair momentum. The state is

$$|S\rangle=\sum_{\mathbf k cv}A_{cv}(\mathbf k)\,c^\dagger_{c\mathbf k}c_{v\mathbf k}|0\rangle,\qquad \sum_{\mathbf k cv}|A_{cv}(\mathbf k)|^2=1,$$

where $|0\rangle$ has filled valence bands $v$ and empty conduction bands $c$. Its electron-hole wavefunction is

$$\Psi(\mathbf r_e,\mathbf r_h)=\sum_{\mathbf k cv}A_{cv}(\mathbf k)\,\psi_{c\mathbf k}(\mathbf r_e)\,\psi^*_{v\mathbf k}(\mathbf r_h).$$

The star is there because a hole is a removed electron. Each amplitude multiplies two Bloch functions, and the Bloch equation does not fix their phases.

Q: A phase on each Bloch function sounds harmless. What does it do to the amplitude?

A: Let me treat phases and degeneracies together. At a given $\mathbf k$, collect a degenerate group of conduction states and one of valence states. Any unitary mixture within a group solves the same Bloch equation:

$$\psi'_{c'}=\sum_c\psi_c(U_c)_{cc'},\qquad \psi'_{v'}=\sum_v\psi_v(U_v)_{vv'}.$$

The matrices $U_c$ and $U_v$ may be chosen independently at every $\mathbf k$. For a nondegenerate band the matrix is a single phase. Now require the same exciton wavefunction in the new basis. At each $\mathbf k$,

$$\sum_{c'v'}A'_{c'v'}\psi'_{c'}\psi'^*_{v'}
=\sum_{cv}\Big[\sum_{c'v'}(U_c)_{cc'}A'_{c'v'}(U_v)^*_{vv'}\Big]\psi_c\psi_v^*.$$

The bracket must equal $A_{cv}$. Since $(U_v)^*_{vv'}=(U_v^\dagger)_{v'v}$, this says $A=U_cA'U_v^\dagger$. Multiplying by $U_c^\dagger$ on the left and $U_v$ on the right gives

$$A'(\mathbf k)=U_c^\dagger(\mathbf k)\,A(\mathbf k)\,U_v(\mathbf k).$$

For single bands with phases $e^{i\alpha_c}$ and $e^{i\alpha_v}$, this is $A'=e^{-i(\alpha_c-\alpha_v)}A$. The phase can differ from one k-point to the next, so a sign change along your curve need not be a node of the exciton.

Q: But diagonalizing the Bethe-Salpeter matrix relates the amplitudes at different k-points. Doesn't that fix their relative phases?

A: It fixes them relative to the Bloch functions used to build the matrix. The new pair basis is obtained from the old one by a unitary matrix $T$, block diagonal in $\mathbf k$, with elements

$$T_{cv,c'v'}=(U_c)_{cc'}(U_v)^*_{vv'}.$$

The Hamiltonian matrix becomes $H'=T^\dagger HT$. If $HA=EA$, then

$$H'(T^\dagger A)=T^\dagger HTT^\dagger A=T^\dagger HA=E(T^\dagger A).$$

The energy is unchanged, and $T^\dagger A$ is the transformation found above. This requires complete degenerate groups: if you keep one member of a degenerate pair and discard the other, a rotation changes the retained space, and $T$ no longer connects two bases of one space.

Diagonalization also leaves one overall phase for an isolated exciton. That phase is common to all k-points and cannot remove random relative phases.

Q: Can you show me this in a case where nothing physical changes?

A: Consider a chain of dimers with cell length $a$, sites A and B in each cell, and two spins per site. The parameters are round model values. The hopping is $t_1=1.50$ eV within a cell and $t_2=0.50$ eV between cells. With $k$ in units of $1/a$,

$$h(k)=\begin{pmatrix}0&f(k)\\f^*(k)&0\end{pmatrix}\otimes 1_{\rm spin},\qquad f=t_1+t_2e^{-ik}.$$

Squaring the site matrix gives $|f|^2$ times the identity, so the bands are $E_{c,v}=\pm|f|$, each doubly degenerate in spin. Since $|f|^2=t_1^2+t_2^2+2t_1t_2\cos k$, the smallest transition energy is $2(t_1-t_2)=2.00$ eV, at $k=\pi$.

The electron-hole attraction is $W(d)=2.00\,e^{-d/2}$ eV, where $d$ is the shortest separation around the periodic ring in site spacings $a/2$. There is also a contact exchange $J=0.30$ eV. It acts when electron and hole share a site, and couples equal-spin pair components on that site.

Let $u_{ac}(k)$ be the coefficient of conduction state $c$ on orbital $a$, where $a$ labels site and spin, and similarly for $u_{bv}$. With $N$ cells, a pair basis function is

$$\frac1N e^{ik(R_e-R_h)}u_{ac}(k)u_{bv}^*(k).$$

Two such functions give a factor $1/N^2$; summing over the common cell position gives $N$. The interaction elements therefore carry $1/N$:

$$\begin{aligned}
H_{cvk,c'v'k'}={}&(E_c-E_v)\delta_{cc'}\delta_{vv'}\delta_{kk'}\\
&-\frac1N\sum_{ab}u_{ac}^*u_{bv}W_{ab}(k-k')u'_{ac'}u'^*_{bv'}\\
&+\frac JN\sum_s d_{s,cv}^*(k)d_{s,c'v'}(k').
\end{aligned}$$

Primes on $u$ mean evaluation at $k'$. Here $W_{ab}(q)=\sum_Re^{-iqR}W_{ab}(R)$, and $d_{s,cv}=\sum_\sigma u_{s\sigma,c}u^*_{s\sigma,v}$ is the equal-spin pair amplitude on site $s$. The minus sign is attraction; the plus sign is repulsive exchange.

I diagonalized this matrix numerically on 25 k-points, twice. Before each run, every degenerate pair of Bloch states was multiplied by a new random $2\times2$ unitary matrix. Both runs have a threefold degenerate triplet at 1.057 eV and an isolated singlet at 1.242 eV. For the singlet near the band edge:

| $k$ ($1/a$) | Re $A_{11}$, run 1 | Re $A_{11}$, run 2 | $\sum_{cv}\lvert A_{cv}\rvert^2$ |
|---|---|---|---|
| 2.765 | 0.117 | 0.019 | 0.138 |
| 3.016 | 0.086 | −0.179 | 0.191 |
| 3.267 | −0.222 | −0.272 | 0.191 |
| 3.519 | 0.052 | −0.153 | 0.138 |

The two Re $A_{11}$ columns are two descriptions of the same exciton. The last column is common to both runs.

Q: Then I'll plot $|A_{11}|^2$. Taking the modulus removes the phase.

A: That works if both bands are nondegenerate and the exciton itself is isolated. It does not remove a rotation. At $k=3.016/a$, the four squared moduli, ordered 11, 12, 21, 22, are

- run 1: 0.0171, 0.0784, 0.0784, 0.0171;
- run 2: 0.0534, 0.0422, 0.0422, 0.0534.

Either list sums to 0.191. In general the sum over complete groups is

$$w=\operatorname{Tr}A^\dagger A,$$

and after a rotation

$$\operatorname{Tr}A'^\dagger A'
=\operatorname{Tr}(U_v^\dagger A^\dagger U_cU_c^\dagger AU_v)
=\operatorname{Tr}A^\dagger A,$$

because $U_cU_c^\dagger=1$ and the trace is cyclic.

If spin degeneracy is lifted, only phases remain. I added a spin field splitting every band by 0.040 eV and repeated the two runs with random phases. For the singlet, which stays isolated in this field, the individual $|A_{cv}|^2$ then agreed to rounding error. The complex amplitudes still differed by as much as 0.58, even after the overall exciton phases had been aligned.

Q: So for degenerate bands, the band-summed modulus and the real-space wavefunction are the only invariant things?

A: No. The singular values of the block $A(k)$ are invariant too. Write $A=X\Sigma Y^\dagger$, with unitary $X,Y$ and nonnegative diagonal $\Sigma$. Then

$$A'=U_c^\dagger X\Sigma Y^\dagger U_v
=(U_c^\dagger X)\Sigma(U_v^\dagger Y)^\dagger.$$

The outer matrices are still unitary, so $\Sigma$ has not changed.

For our singlet the values also have a simple meaning. Its orbital and spin parts factor as $m(k)\otimes1_{\rm spin}/\sqrt2$. The Bloch states are a site vector times a spin rotation, $R_c$ or $R_v$. Projection onto them therefore gives

$$A(k)=\frac{\alpha(k)}{\sqrt2}R_c^\dagger R_v,$$

where $\alpha$ is the site part of the amplitude. A unitary matrix has unit singular values, so both singular values of $A$ are $|\alpha|/\sqrt2=\sqrt{w/2}$. Here $\sqrt{0.191/2}=0.309$, the value found in both runs. Random rotations redistribute weight among the four entries without changing these two numbers.

There is also an invariant that keeps the phase information you need:

$$M(k)=u_c(k)A(k)u_v^\dagger(k).$$

Here $u_c$ and $u_v$ are matrices whose columns are Bloch states. Substitution gives

$$M'=(u_cU_c)(U_c^\dagger AU_v)(U_v^\dagger u_v^\dagger)=M.$$

Its rows label the electron's orbital and its columns the hole's. For an isolated exciton, one overall phase is still free.

Q: How is this matrix related to the real-space wavefunction?

A: By a Fourier transform. Inserting the Bloch functions into $\Psi$ gives

$$\Psi_{ab}(R_e,R_h)=\frac1N\sum_ke^{ik(R_e-R_h)}M_{ab}(k)\equiv F_{ab}(R_e-R_h).$$

The probability of electron-hole cell separation $R$ is

$$P(R)=N\sum_{ab}|F_{ab}(R)|^2,$$

where the factor $N$ counts the possible hole cells. The separation $R=R_e-R_h$ carries a sign. For the singlet, $P$ is 0.539, 0.183, 0.039 and 0.007 at $R=0,1,2,3$ cells, with the same values at $-R$, so the probability of being one cell apart in either direction is $2\times0.183$. This plot does not depend on the Bloch gauge. It measures the separation in cells, so its values depend on how the cell is drawn: an electron and a hole on neighbouring sites across the weak bond are only $a/2$ apart, yet they are counted at $|R|=1$.

I have used the phase $e^{ikR}$ for every orbital in a cell. If your code instead uses $e^{ik(R+\tau_a)}$, with $\tau_a$ the orbital position, its coefficients are $e^{-ik\tau_a}u_a$. Its pair matrix is then $e^{-ik(\tau_a-\tau_b)}M_{ab}$. Remove that known factor before periodic interpolation.

Q: My singlet is isolated. Would a real-space plot of one triplet state be equally safe?

A: Not in general. A diagonalizer may return any unitary mixture of the three degenerate states, $\Psi'_s=\sum_t\Psi_tV_{ts}$. One member's density can change, but the multiplet sum cannot:

$$\sum_s|\Psi'_s|^2
=\sum_{tt'}\Psi_t\Psi_{t'}^*\sum_sV_{ts}V_{t's}^*
=\sum_t|\Psi_t|^2.$$

The last step uses $VV^\dagger=1$. I compared spin-resolved densities between the two runs, using half the sum of absolute differences as their distance. For the first triplet member it was 0.43, on a scale where normalized densities with no overlap have distance 1. For the density summed over the triplet, the difference was at rounding level.

In this model the triplet members share the same orbital factor, so summing the density over electron and hole spins would also remove the ambiguity. A general degenerate multiplet need not have that factorization.

Q: Back to interpolation. Why should $M(k)$ succeed if $A(k)$ fails?

A: Invert the Fourier transform:

$$M(k)=\sum_Re^{-ikR}F(R).$$

For a bound exciton whose $F(R)$ decays rapidly, distant cells contribute little. Few Fourier terms are needed, and $M(k)$ is smooth. Raw $A(k)$ contains arbitrary rotations in addition to this physical variation.

With $N=25$, the interpolant keeps $R=-12,\ldots,12$. Suppose the samples lie on the infinite-chain curve. Sampling cannot distinguish $R$ from $R+25\ell$, with integer $\ell$, because their phases agree at every sampled $k$. Terms beyond 12 cells are thus folded into the retained range. The error consists of these folded terms minus the same terms at their proper positions. By the triangle inequality,

$$\|M_{\rm int}(k)-M(k)\|\le2\sum_{|R|>12}\|F(R)\|.$$

A small wavefunction tail therefore gives a small interpolation error. On a finite ring the exciton itself also changes slightly with ring size, an effect outside this bound. For an unbound pair, $F$ does not decay and this argument gives no useful accuracy.

I solved the model again on 51 k-points with another random gauge. The singlet energy agreed with the 25-point value to within a microelectronvolt. I then Fourier-interpolated the 25-point data and calculated

$$O=\frac{|\sum X^*Y|^2}{(\sum|X|^2)(\sum|Y|^2)},$$

where $X$ is the interpolated array and $Y$ the array solved on the fine grid. The denominator removes the change in normalization between grids. Raw amplitudes gave $O=0.034$; the matrix $M$ gave $1-O\approx10^{-9}$.

Q: Isn't the raw comparison unfair? You gave the fine grid a random gauge too.

A: That is the missing information. To turn an interpolated amplitude into an exciton, you must multiply it by Bloch states at the new k-point. The coarse amplitudes do not say which phases or rotations those states should have. The particular value 0.034 depends on the random choices; the absence of a rule does not.

You can supply a rule. Choose localized trial orbitals, project them onto each band group, and orthonormalize. For a group with Bloch-state matrix $u$ and trial matrix $g$, set

$$S=u^\dagger g,\qquad \tilde u=uS(S^\dagger S)^{-1/2}.$$

If $u\to uU$, then $S\to U^\dagger S$. The product $uS$ and the matrix $S^\dagger S$ are unchanged, so $\tilde u$ is unchanged too. The smooth-gauge amplitude is $\tilde A=\tilde u_c^\dagger M\tilde u_v$.

Here I used $(1,1)/\sqrt2$ on the dimer for conduction and $(1,-1)/\sqrt2$ for valence, each with both spins. Write $f=|f|e^{i\theta}$. The corresponding Bloch site vectors are $(1,\pm e^{-i\theta})/\sqrt2$. Both overlaps with their trial orbitals are

$$\frac{1+e^{i\theta}}2=e^{i\theta/2}\cos\frac\theta2.$$

Because $t_1>t_2$, the real part of $f$ is positive, so $|\theta|<\pi/2$ and the overlap cannot vanish. Interpolating $\tilde A$ also gave $1-O\approx10^{-9}$. Amplitudes can be interpolated, then, once the gauge is smooth.

Q: Will that procedure always work?

A: The projected states $\tilde u$ are undefined wherever $S$ is singular. In this chain with $t_2>t_1>0$, for example, $f(\pi)=t_1-t_2$ is negative. Then $\theta=\pi$ and the overlap is zero; $\cos(\theta/2)$ changes sign there, so each $\tilde u$ flips sign across $k=\pi$ and these trial orbitals give no smooth Bloch states. In this particular model the conduction and valence overlaps are equal, so their phases, including the sign flip, cancel in $\tilde A$, which shows no jump across $k=\pi$. That cancellation needs both overlaps to flip sign at the same k-point; a constant phase between them would not matter. It cannot be assumed for other bands or other trial orbitals. If the valence trial orbital is site B alone, its overlap has modulus $1/\sqrt2$ and never vanishes, the conduction flip is left uncancelled, and for the lowest singlet, whose amplitude is nonzero at $k=\pi$, $\tilde A$ jumps in sign there.

In two dimensions there can be a deeper obstruction. A smooth periodic gauge has a smooth periodic Berry connection. By Stokes' theorem, its total flux through the Brillouin zone is zero because opposite edges cancel. A band group with nonzero total Berry flux therefore cannot have such a gauge. The orbital matrix $M$ avoids choosing one, but it still needs band-group projectors that vary smoothly with $\mathbf k$. For a smooth orbital Hamiltonian, a gap to the other bands ensures this; where bands cross, the projector of a group chosen by energy order can jump.

Q: Suppose I only want a k-space picture. May I interpolate the band-summed weight instead?

A: Yes, under the same smoothness conditions. Since $u_c^\dagger u_c=u_v^\dagger u_v=1$,

$$w(k)=\operatorname{Tr}A^\dagger A=\operatorname{Tr}M^\dagger M.$$

Compare $Nw(k)$ between grids, because the weight per point falls as points are added. In the example, the largest interpolation error in $Nw$ was $2\times10^{-4}$ of its peak. But these weights cannot replace the amplitudes in an optical calculation.

Q: Why not, if they show which k-points form the exciton?

A: Optical absorption adds complex contributions before squaring. Let $v$ denote the velocity matrix in the orbital basis. Its element between the ground state and the exciton is

$$D=\sum_k\operatorname{Tr}[A\,u_v^\dagger v\,u_c]
=\sum_k\operatorname{Tr}[v(k)M(k)],$$

by cyclicity of the trace. Phases cancel if the amplitudes and velocity elements use the same Bloch states.

For the chain, $v=(i/\hbar)[h,x]$ gives $v_{ij}=(i/\hbar)h_{ij}(x_j-x_i)$. The two bonds from A to B have displacements $a/2$ and $-a/2$, hence

$$v_{AB}(k)=\frac{ia}{2\hbar}(t_1-t_2e^{-ik}),\qquad v_{BA}=v_{AB}^*.$$

The singlet strength $|D|^2/N$ is 0.773 $(\mathrm{eV}\,a/\hbar)^2$ in both runs. Combining amplitudes from run 1 with Bloch states from run 2 gives 0.019 in the same unit, about 2.5% of the correct value; this particular number depends on the two random gauges. Nothing physical has darkened the exciton; the two files use different bases.

The triplet shows why $w(k)$ is insufficient even without that error. Its spin matrix has zero trace, while the velocity does not act on spin, so $D=0$. Yet half the summed absolute difference between the singlet and triplet weights is just 0.088, on a scale from 0 to 1. One exciton is bright and the other dark, despite similar k-space weights.

Q: Then what should I save from my calculation?

A: Save the amplitudes together with the Bloch states that define them. For a k-space plot, use $w(k)$ over complete degenerate band groups; if the exciton itself is degenerate, also sum $w(k)$ over its multiplet, since the same $VV^\dagger=1$ argument makes only that sum invariant in general. To see the relative motion, plot $P(R)$ or the pair density, summing over the exciton multiplet if it is degenerate. For interpolation, use $M(k)$ or construct a smooth gauge first. For an isolated exciton, a plot of $A$ is reproducible after that construction, provided you state the gauge along with the curve and also fix the exciton's one remaining overall phase; a degenerate exciton keeps a whole unitary mixture of its members instead. A smooth gauge need not make $A$ real. With the dimer trial orbitals above, the singlet's $\tilde A_{11}$ is real up to that one phase. With trial orbitals on single sites, A for conduction and B for valence, its phase varies with $k$, and modulus and phase must both be shown.
